Is the Dirac-Coulomb-Breit Hamiltonian Lorentz invariant?

**Q.** The Dirac equation is Lorentz invariant. The Dirac-Coulomb-Breit Hamiltonian is built from Dirac operators plus the magnetic and retarded parts of the interaction. Surely it is Lorentz invariant too?

**A.** Let us test that. An invariant theory needs a boost generator K which, with the Hamiltonian H, total momentum P and angular momentum J, satisfies

[K_i, H] = iħP_i, [K_i, P_j] = iħδ_ij H/c², [K_i, K_j] = −iħε_ijk J_k/c².

For one free particle, h = cα·p + βmc², take K = (rh + hr)/2c². Then

[K, h] = (rh² − h²r)/2c² = [r, c²p²]/2c² = iħp.

Since h commutes with p, [K_i, p_j] = iħδ_ij h/c². For the third bracket use [h, r_i] = −iħcα_i to write K_i = r_i h/c² − iħα_i/2c. The pieces of [K_i, K_j] are

from r_i h and r_j h: −(iħ/c³)(r_iα_j − r_jα_i)h,
mixed, with [h, α_j] = 2cp_j − 2α_j h: −(iħ/c²)(r_ip_j − r_jp_i) + (iħ/c³)(r_iα_j − r_jα_i)h,
from α_i and α_j: −(ħ²/4c²)[α_i, α_j] = −(iħ/c²)ε_ijk ħΣ_k/2.

The terms with h cancel, leaving −iħε_ijk J_k/c². So the free particle passes.

**Q.** Then two particles pass as well?

**A.** Free ones do. The interaction is the problem: K must contain it, because H does. Let k = q1q2/4πε0, r = r1 − r2, R = (r1 + r2)/2, M = m1 + m2, and

V = k/r, V_B = −(k/2r)[α1·α2 + (α1·r̂)(α2·r̂)].

The particles are distinguishable point charges. I project H onto free positive-energy states. A free boost respects this: [K_i, f(p)] = iħ(∂f/∂p_i)h/c² gives, for ε = √(p²c² + m²c⁴),

[K, h/ε] = iħp/ε − h(iħph/ε)/ε² = 0, because h² = ε².

**Q.** Why project? I would just count powers of 1/c in the operators.

**A.** That count is not uniform. For instance [β1m1c², V_B] = 2β1m1c²V_B, which grows as c². Between positive-energy states, however, α is of order v/c. The spinors are, to the order needed,

u(p) ≈ (1 − p²/8m²c², σ·p/2mc).

With p' = p + q they give

u'†u = 1 − q²/8m²c² + iσ·(q×p)/4m²c²,
u'†αu = (p + p' + iσ×q)/2mc.

The first uses (σ·p')(σ·p) = p'·p + iσ·(p'×p) and 2p'·p = p² + p'² − q². The second uses σ_iσ_j = δ_ij + iε_ijkσ_k.

In position space iq acting on a potential becomes ħ∇. So V yields a contact term and, with s = ħσ/2, the spin-orbit term s1·(∇1V×p1)/2m1²c² and its partner. For V_B define

G_ij = δ_ij/r + r_ir_j/r³ = 2δ_ij/r − ∂_i∂_j r.

Its divergence is (−r_j + 4r_j − 3r_j)/r³ = 0, so momenta may stand on either side of G. The spin part of a current takes a curl, which removes ∂_i∂_j r. Writing H = Mc² + H0 + H1/c², we get

H0 = p1²/2m1 + p2²/2m2 + V,
H1 = −p1⁴/8m1³ − p2⁴/8m2³ + s1·(∇1V×p1)/2m1² + s2·(∇2V×p2)/2m2² + U + B,
B = −(k/2m1m2)G_ij p1_i p2_j − s1·(∇1V×p2)/m1m2 − s2·(∇2V×p1)/m1m2.

U depends on r and the spins alone: contact and, with V_B, spin-spin terms. B comes entirely from V_B.

**Q.** And the boost?

**A.** In momentum space r = iħ∇_p, so on positive-energy amplitudes the free generator is {r, ε}/2c² + (ε/c²)iħu†∇_p u, with {a, b} = ab + ba. The spinors give

iħu†∇_p u = (iħ/4m²c²)[−p + (σ·p)σ] = −s×p/2m²c².

Adding RV/c², which places the Coulomb energy midway between the charges, gives K = K0 + K1/c² with

K0 = m1r1 + m2r2,
K1 = Σ[{r_i, p_i²}/4m_i − s_i×p_i/2m_i] + RV.

The leading order is Galilean. At 1/c², the bracket with P requires [K1_i, P_j] = iħδ_ij H0. It holds: r and R supply iħδ_ij, while V and p commute with P. In [K0_i, K1_j] + [K1_i, K0_j] the orbital part per particle is

(iħ/2)({r_j, p_i} − {r_i, p_j}) = −iħε_ijk L_k,

the spin part is −(iħ/2)(ε_ijk − ε_jik)s_k = −iħε_ijk s_k, and RV drops out. The sum is −iħε_ijk J_k, as required.

**Q.** Neither bracket used the Breit term. Where does it matter?

**A.** In [K, H] = iħP, whose 1/c² part is

[K0, H1] + [K1, H0] = 0.

U commutes with K0. The free kinetic terms cancel for each particle:

[mr, −p⁴/8m³] = −iħp²p/2m², [{r, p²}/4m, p²/2m] = +iħp²p/2m².

For s1, the spin-orbit term gives iħs1×∇1V/2m1, and [−s1×p1/2m1, V] gives the same again. Together they are iħs1×∇1V/m1.

What remains is orbital. Let v_i = p_i/m_i and g = ∇1V = −∇2V. The parts {r_i, p_i²}/4m_i of K1, commuted with V, give

−(iħ/4){r1_j, {v1_a, g_a}} + (iħ/4){r2_j, {v2_a, g_a}}.

Because [r1_j, v1_a] is a number, {r1_j, {v1_a, g_a}} = 2{v1_a, r1_j g_a}, and likewise for particle 2. The part RV, commuted with the kinetic energy, gives

(iħ/2)[½{v1_j + v2_j, V} + {v1_a, R_j g_a} − {v2_a, R_j g_a}].

Add these using r1 − R = r/2, r2 − R = −r/2 and g_a = −kr_a/r³:

(iħ/4)[{v1_j + v2_j, V} − {v1_a + v2_a, r_j g_a}] = (iħk/2)G_ja(v1_a + v2_a).

So without B the bracket leaves the remainder

D = (iħk/2)G·(v1 + v2) + iħs1×∇1V/m1 + iħs2×∇2V/m2.

With B we add

[K0, B] = −(iħk/2)G·(v1 + v2) − iħs1×∇1V/m1 − iħs2×∇2V/m2 = −D.

The Breit interaction closes the algebra through 1/c². Dirac-Coulomb, with this K1, does not.

**Q.** "With this K1." Perhaps Dirac-Coulomb needs a different boost.

**A.** Keep the Galilean K0 and try K1 + δ. The bracket with P is already correct, so δ must commute with P, and we need [δ, H0] = −D. Take opposite charges (k < 0; like charges are covered by the scattering argument below) and a 1s bound state of total momentum P. It is an eigenstate of H0 in a sector that δ does not leave. If δ acts regularly on it, ⟨[δ, H0]⟩ = 0.

Now evaluate ⟨D⟩. With p1 = (m1/M)P + p and p2 = (m2/M)P − p,

v1 + v2 = 2P/M + p(1/m1 − 1/m2).

The p term averages to zero by parity, as does ∇V. Spherical symmetry gives k⟨G_ij⟩ = (4/3)⟨V⟩δ_ij, hence

⟨D⟩ = iħ(4/3)⟨V⟩P/M ≠ 0.

No such regular δ exists.

**Q.** What if I keep only the Gaunt part, −kα1·α2/r?

**A.** It differs from V_B by −(k/2)α1_i(∂_i∂_j r)α2_j, which has no spin part at this order. Commuting its reduction with K0 leaves a remainder with mean

−(iħ/2)k⟨∂_i∂_j r⟩(2P_j/M) = −iħ(2/3)⟨V⟩P_i/M,

since ∂_i∂_j r = δ_ij/r − r_ir_j/r³ averages to (2/3)⟨1/r⟩δ_ij. The same argument excludes Gaunt alone.

**Q.** Would an atom notice any of this?

**A.** Without the full Breit term, a moving one has the wrong inertia. The algebra gives

[K, H² − c²P²] = iħ(PH + HP) − iħ(HP + PH) = 0,

so boosts preserve E² − c²P². With internal energy E0 the part of the kinetic energy quadratic in P must therefore be, at this order,

P²/2(M + E0/c²) ≈ (P²/2M)(1 + κE0/Mc²), κ = −1.

Now calculate it from H1. Since H1 already carries a factor 1/c², first-order perturbation theory suffices at this order. In the 1s state, terms linear in P average to zero. The P² part of p1⁴ is (m1/M)²[2P²p² + 4(P·p)²]. With 1/μ = 1/m1 + 1/m2 and T = ⟨p²⟩/2μ, the kinetic terms and B contribute

kinetic: −[P²T + ⟨(P·p)²⟩/μ]/2M²c²,
B: −[P²⟨V⟩ + ⟨V(P·r̂)²⟩]/2M²c².

In a bound state the mean of [r_ip_j, p²/2μ + V] is zero, so

⟨p_ip_j⟩/μ = ⟨r_i∂_jV⟩ = −⟨V r_ir_j/r²⟩.

The direction-dependent terms cancel. The sum is −P²(T + ⟨V⟩)/2M²c² = −P²E0/2M²c², which is κ = −1.

Without B, use T = −E0 and ⟨(P·p)²⟩/μ = (2/3)P²T. The result is (5/6)P²E0/M²c², or κ = 5/3. The Gaunt term adds −P²⟨V⟩/M²c² = −2P²E0/M²c², so κ = 5/3 − 4 = −7/3.

Muonium, an electron bound to a positive muon, cannot annihilate into photons, which would complicate matters. In the nonrelativistic 1s state E0 = −13.54 eV and Mc² = 106.17 MeV. The inertial mass shift times c² is −κE0:

Dirac-Coulomb: −(5/3)(−13.54 eV) = +22.57 eV,
with Gaunt: (7/3)(−13.54 eV) = −31.59 eV,
with Breit: −13.54 eV (−2.414×10⁻³⁵ kg).

In the Breit case the atom's inertia is reduced by its binding energy. In Dirac-Coulomb it is increased, although the rest energy is lowered. The error ⟨D⟩/c², relative to iħP, is (8/3)E0/Mc² = −3.40×10⁻⁷.

**Q.** So Dirac-Coulomb-Breit is the Lorentz-invariant Hamiltonian after all?

**A.** We have checked it only through 1/c². For the next order, work to first order in k but keep the full free Dirac spinors. Let h = h1 + h2, K_f be the free boost, and W its interaction part. The algebra then requires

[K_f, V_int] + [W, h] = 0.

Consider scattering. The first-order scattering operator is S1 = −(i/ħ)∫dt V_int(t), where V_int(t) = e^{iht/ħ}V_int e^{−iht/ħ}. Because [K_f, h] = iħP and V_int commutes with P,

[K_f, V_int(t)] = [K_f − tP, V_int](t) = −[W, h](t).

The time integral of the right side has matrix elements proportional to δ(E_f − E_i)(E_i − E_f)W_fi. These vanish away from forward scattering if W is regular on the energy shell. S1 must then be boost invariant.

Let T be the amplitude with the energy and momentum delta functions removed, for spinors with u†u = 1. Covariant normalization supplies a factor √ε per state, and boosts rotate the spins unitarily. Thus

F = ε1ε2ε1'ε2' Σ_spins |T|²

must be the same in all inertial frames.

**Q.** Does the Breit amplitude satisfy that?

**A.** Compare it with full one-photon exchange. Let q and ω be the momentum and energy gained by particle 1, and write ρ = u'†u, j = u'†αu. In units of 4πħ²k,

T_photon = ρ1ρ2/q² − (j1·j2)_⊥/(q² − ω²/c²),
T_Breit = ρ1ρ2/q² − (j1·j2)_⊥/q²,

where ⊥ means transverse to q. The free equations give cq·j = ωρ for both particles, so j1·j2 = (j1·j2)_⊥ + ρ1ρ2ω²/c²q². Therefore

T_photon = (ρ1ρ2 − j1·j2)/(q² − ω²/c²).

With the factors √ε this is a product of four-vectors divided by an invariant, so its F is invariant. The Breit amplitude agrees with it where ω = 0, as in the centre-of-mass frame of an elastic collision. Elsewhere

T_Breit − T_photon = (j1·j2)_⊥[1/(q² − ω²/c²) − 1/q²] ≈ (j1·j2)_⊥ ω²/c²q⁴.

At low speed ρ1ρ2 ≈ 1, and the spin-independent part of (j1·j2)_⊥ is v1T·v2T/c², formed from the transverse parts of the mean velocities c²(p + p')/(ε + ε'). Spin terms in j drop out of the leading interference because σ is traceless. On leaving the centre-of-mass frame F changes, relative to its value there, by

Breit: 2(v1T·v2T)ω²/c⁴q²,
Dirac-Coulomb: 2Δ(v1T·v2T)/c²,
Gaunt: (1 − ω²/c²q²)² − 1 ≈ −2ω²/c²q².

The second line follows because Dirac-Coulomb lacks the whole transverse term; Δ is the moving-frame value minus the centre-of-mass value. The third follows from T_Gaunt = (ρ1ρ2 − j1·j2)/q². Since cq·j = ωρ, ω/q is the mean velocity along q. For a general direction of motion the Breit change is thus fourth order in velocity over c, and the other two are second order. A fourth-order change in F means that the commutators cannot close through 1/c⁴ with any regular W.

**Q.** How large is it in a definite collision?

**A.** Let an electron scatter from a muon through 90 degrees, with electron speed 0.1c in the centre-of-mass frame. View it from a frame where the pair moves at 0.1c along the electron's outgoing direction, as defined in the centre-of-mass frame. There v1T·v2T/c² = 9.852×10⁻³, against −0.024×10⁻³ in the centre-of-mass frame, and ω²/c²q² = 5.025×10⁻³. The leading formulas give

Dirac-Coulomb: 2(9.852 + 0.024)×10⁻³ = 1.98×10⁻²,
Gaunt: −2(5.025×10⁻³) = −1.005×10⁻²,
Breit: 2(9.852×10⁻³)(5.025×10⁻³) = 9.90×10⁻⁵.

The unexpanded spinor amplitudes give 2.02×10⁻², −1.0025×10⁻² and 1.01×10⁻⁴. The numerical check also confirms the powers 2, 2 and 4 at lower speeds, and that full photon exchange shows no frame dependence within its tolerance.

**Q.** Then what should I say instead of "Lorentz invariant"?

**A.** Say that the projected Dirac-Coulomb-Breit Hamiltonian of two moving charges is Lorentz invariant through order 1/c². Clamping the nuclei, as is usual in electronic-structure calculations, singles out their rest frame: the total momentum of the electrons is then not conserved, and the boost algebra no longer holds. The invariance of each free Dirac operator does not carry over to an instantaneous interaction. V_B supplies the velocity dependence needed at 1/c², but it omits the ω² in the photon denominator, and that omission appears at 1/c⁴ once the pair as a whole moves with a velocity component along q, so that ω ≠ 0. For motion perpendicular to q, ω stays zero and the Breit and photon amplitudes still agree.

Numbers as computed

```
electron rest energy = 0.510999 MeV
muon rest energy = 105.65838 MeV
muonium sum of rest energies M c^2 = 106.16937 MeV
muonium reduced-mass energy = 0.508539 MeV
muonium 1s internal energy E0 = -13.5402 eV
muonium 1s mean Coulomb energy = -27.0804 eV
E0/(M c^2) = -1.2753e-07 (no unit)
DC commutator error <[K,H]-i hbar P>/(i hbar P) = -3.4009e-07 (no unit)
DC kappa for 1s = 1.666667 (no unit)
DC inertial mass shift times c^2 = 22.5670 eV
DC inertial mass shift = 4.0229e-35 kg
DCG kappa for 1s = -2.333333 (no unit)
DCG inertial mass shift times c^2 = -31.5938 eV
DCG inertial mass shift = -5.6321e-35 kg
DCB kappa for 1s = -1.000000 (no unit)
DCB inertial mass shift times c^2 = -13.5402 eV
DCB inertial mass shift = -2.4138e-35 kg
DC kappa from square-root energies = 1.666664 (no unit)
DC kappa for 2p m=0, P along z = 2.200000 (no unit)
DC kappa for 2p m=0, P along x = 1.400000 (no unit)
DCB kappa for 2p m=0, P along z = -1.000000 (no unit)
DCB kappa for 2p m=0, P along x = -1.000000 (no unit)
scattering: electron speed 0.1 c, pair velocity 0.1 c, angle 90 deg
v1T.v2T/c^2 in centre-of-mass frame = -2.4303e-05 (no unit)
v1T.v2T/c^2 in moving frame = 9.8524e-03 (no unit)
omega^2/(c^2 q^2) in moving frame = 5.0251e-03 (no unit)
DC relative change of invariant = 2.0228e-02 (no unit)
DC leading formula for it = 1.9753e-02 (no unit)
DC measured power of velocity = 2.0006 (no unit)
DCG relative change of invariant = -1.0025e-02 (no unit)
DCG leading formula for it = -1.0050e-02 (no unit)
DCG measured power of velocity = 2.0001 (no unit)
DCB relative change of invariant = 1.0077e-04 (no unit)
DCB leading formula for it = 9.9019e-05 (no unit)
DCB measured power of velocity = 4.0005 (no unit)
full photon exchange: change below 1e-10 is True
```
